# Ring-Polymer Contraction: Returned Forces and the Error for Harmonic Corrections

## The contracted ring polymer

In a path-integral simulation each quantum particle is represented by a ring of \(n\) classical beads joined by springs, and the potential must be evaluated on every bead. The number of beads is set by the stiffest vibrations. Suppose the potential can be split into a cheap part containing those vibrations and an expensive remainder that varies more gently. Can the remainder be evaluated on a smaller ring, and what does this cost in accuracy?

Take one Cartesian coordinate of a particle of mass \(m\) at inverse temperature \(\beta=1/k_BT\). For many particles the construction below applies to each coordinate separately. Write \(V=V_{\rm ref}+U\), with \(V_{\rm ref}\) cheap and \(U\) expensive. With \(\beta_n=\beta/n\), \(\omega_n=n/(\beta\hbar)\), beads \(j=0,\dots,n-1\) and \(q_{-1}=q_{n-1}\), the positions have weight \(e^{-\beta_n\Phi}\), where

\[
\Phi=\sum_{j}\left[\tfrac12 m\omega_n^2(q_j-q_{j-1})^2+V_{\rm ref}(q_j)+U(q_j)\right].\tag{1}
\]

The momenta contribute the same factor with and without contraction and drop out of every comparison below.

### Positions on the smaller ring

Define the Fourier amplitudes of the path,

\[
a_k=\frac1n\sum_j q_j\,e^{-2\pi i kj/n}.\tag{2}
\]

Keep the modes \(|k|\le l\) and resample the resulting smooth curve at \(n'=2l+1\le n\) equally spaced points:

\[
Q_J=\sum_{k=-l}^{l}a_k\,e^{2\pi i kJ/n'},\qquad J=0,\dots,n'-1.\tag{3}
\]

The number \(n'\) is taken odd so that \(k\) and \(-k\) are kept together, which makes \(Q_J\) real. Inserting (2) into (3) gives a linear map,

\[
Q_J=\sum_jT_{Jj}q_j,\qquad T_{Jj}=\frac1n\sum_{k=-l}^{l}e^{2\pi i kx},\qquad x=\frac J{n'}-\frac jn .\tag{4}
\]

Multiplying the sum by \(e^{i\pi x}-e^{-i\pi x}\) makes neighbouring terms cancel and leaves \(e^{i\pi n'x}-e^{-i\pi n'x}\). Hence

\[
T_{Jj}=\frac1n\,\frac{\sin(\pi n'x)}{\sin(\pi x)},\tag{5}
\]

with the limiting value \(n'/n\) at integer \(x\). If \(n'=n\), then \(x=(J-j)/n\); the numerator vanishes, the denominator vanishes only for \(J=j\), where the limiting value is 1, and \(T\) is the identity, as it should be.

### Potential and returned forces

The sum of \(U\) over \(n\) beads is replaced by

\[
U_c(q_0,\dots,q_{n-1})=\frac n{n'}\sum_{J}U(Q_J).\tag{6}
\]

The prefactor is fixed by a constant \(U\), which must still contribute \(nU\). The force on bead \(j\) is minus the derivative of (6). Since \(\partial Q_J/\partial q_j=T_{Jj}\), the chain rule gives

\[
f_j=-\frac{\partial U_c}{\partial q_j}=\frac n{n'}\sum_JT_{Jj}F_J,\qquad F_J=-\left.\frac{dU}{dq}\right|_{q=Q_J}.\tag{7}
\]

Thus \(n'\) force evaluations supply forces for all \(n\) beads. The map back is the transpose of the map down, times \(n/n'\). Because (7) is a gradient, the exact equations of motion conserve the contracted Hamiltonian.

Summing (4) over \(j\) removes every term except \(k=0\), so \(\sum_jT_{Jj}=1\). Equation (7) then gives

\[
\frac1n\sum_jf_j=\frac1{n'}\sum_JF_J .\tag{8}
\]

The force on the centroid is the mean force on the small ring. Individual bead forces need not resemble \(-dU/dq\) at the bead, as a small case shows. Let \(n=4\), \(n'=3\), \(U=q^4/4\) in reduced units, and \(q=(1.0,\,0.4,\,-0.2,\,0.3)\). The first row of \(T\) is \((0.75,\,0.25,\,-0.25,\,0.25)\), so

\[
Q_0=0.75+0.10+0.05+0.075=0.975 .
\]

The other two positions are \(0.1183\) and \(0.0317\). The forces \(F_J=-Q_J^3\) are \(-0.92686\), \(-0.00166\) and \(-0.00003\). Bead 2 has the column \((-0.25,\,0.5,\,0.5)\) and receives

\[
f_2=\tfrac43\left[0.25(0.92686)-0.5(0.00166+0.00003)\right]=0.308,
\]

whereas the uncontracted force there would be \(0.2^3=0.008\). The returned force is nevertheless the correct derivative of \(U_c\), in agreement with finite differences.

## What a harmonic correction loses

### The projector

Two products of \(T\) are needed. From (4),

\[
\sum_jT_{Ij}T_{Jj}=\frac1{n^2}\sum_{k,k'}e^{2\pi i(kI+k'J)/n'}\sum_je^{-2\pi i(k+k')j/n}.
\]

The last sum equals \(n\) if \(k+k'\) is a multiple of \(n\) and zero otherwise. Since \(|k+k'|\le2l<n\), only \(k'=-k\) survives. The remaining sum over \(k\) covers each residue modulo \(n'\) once, so

\[
TT^{\mathsf T}=\frac{n'}n\,I .\tag{9}
\]

In the other order the sum over \(J\) gives \(n'\) when \(k+k'\) is a multiple of \(n'\). As \(2l<n'\), this again requires \(k'=-k\), and

\[
\frac n{n'}\left(T^{\mathsf T}T\right)_{ij}=\frac1n\sum_{k=-l}^{l}e^{2\pi i k(i-j)/n}\equiv P_{ij}.\tag{10}
\]

The matrix \(P\) projects a path onto its modes \(|k|\le l\).

### The error for a given path

Now let \(U=\tfrac12m\kappa q^2\), where \(\kappa\) has the dimension of a squared frequency and may be negative. Equations (6), (7) and (10) give

\[
U_c=\tfrac12m\kappa\,q^{\mathsf T}Pq,\qquad f=-m\kappa Pq .\tag{11}
\]

With normalized amplitudes \(\tilde q_k=\sqrt n\,a_k\), Parseval's identity reads \(\sum_jq_j^2=\sum_k|\tilde q_k|^2\), where \(k\) runs over \(n\) consecutive integers chosen so that \(|k|\le n/2\). Therefore

\[
U_c-\sum_jU(q_j)=-D,\qquad D=\tfrac12m\kappa\sum_{|k|>l}|\tilde q_k|^2 .\tag{12}
\]

This holds for every path and every reference potential. The low modes feel the correction in full, and the high modes do not feel it.

For \(n'<n\) and \(U\propto q^p\) with \(p\ge3\) and \(l\ge1\) there is generally a second error. The \(p\)th power of the curve (3) contains harmonics up to \(pl\ge2l+1=n'\), and sampling at \(n'\) points cannot distinguish harmonic \(\pm n'\), or any multiple of it, from the average. This is aliasing. Relabelling the beads by one step multiplies the aliased harmonic \(\pm n'\) by a phase \(e^{\pm2\pi i n'/n}\), and any higher multiple of \(n'\) by the corresponding power of that phase, so for \(n'<n\) the contracted potential generally depends on where the labelling starts. For \(p=2\) the highest harmonic is \(2l<n'\), and the problem is absent.

### Free-energy bounds for any reference

Let \(F\) and \(F_c\) be the free energies without and with contraction, both partition functions being finite. By (12), the full potential is the contracted one plus \(D\). Hence

\[
e^{-\beta(F-F_c)}=\left\langle e^{-\beta_nD}\right\rangle_c\ge e^{-\beta_n\langle D\rangle_c},
\]

because the exponential is convex. The reverse ratio is \(\langle e^{\beta_nD}\rangle_{\rm full}\ge e^{\beta_n\langle D\rangle_{\rm full}}\). Taking logarithms, with \(\beta_n/\beta=1/n\),

\[
-\frac{\langle D\rangle_c}n\le F_c-F\le-\frac{\langle D\rangle_{\rm full}}n .\tag{13}
\]

For \(n'<n\) the error therefore has the sign opposite to \(\kappa\): omitting a stiffening makes the free energy too low. For \(V_{\rm ref}=q^4/4\) with \(\hbar=m=\kappa=1\), \(\beta=4\), \(n=4\), \(n'=3\), integration on a grid gives \(F_c-F=-0.0235\), between the bounds \(-0.0258\) and \(-0.0214\).

## Thermal errors for a harmonic reference

Let \(V_{\rm ref}=\tfrac12m\omega_0^2q^2\), with \(\omega_0^2>0\) and \(\omega_0^2+\kappa>0\) so that all modes are bound. The difference \(q_j-q_{j-1}\) multiplies mode \(k\) by \(1-e^{-2\pi ik/n}\), whose squared modulus is \(4\sin^2(\pi k/n)\). The spring frequencies are thus

\[
\omega_k=2\omega_n\sin(\pi|k|/n).\tag{14}
\]

Put \(A_k=\omega_k^2+\omega_0^2\). Without contraction every mode has squared frequency \(\lambda_k=A_k+\kappa\). With contraction this remains true for \(|k|\le l\), but \(\lambda_k=A_k\) for \(|k|>l\). The low modes, including the centroid \(k=0\), keep their frequencies and thermal distributions.

Each mode contributes a Gaussian integral proportional to \(\lambda_k^{-1/2}\), so \(F=(1/2\beta)\sum_k\ln\lambda_k\) plus a common constant, and

\[
F_c-F=-\frac1{2\beta}\sum_{|k|>l}\ln\left(1+\frac{\kappa}{A_k}\right).\tag{15}
\]

The mean square amplitude of a mode is \(1/(\beta_nm\lambda_k)=n/(\beta m\lambda_k)\). Averaging over beads divides by \(n\), giving \(\langle q^2\rangle=(1/\beta m)\sum_k1/\lambda_k\). The error, contracted minus full, is

\[
\delta\langle q^2\rangle=\frac1{\beta m}\sum_{|k|>l}\left[\frac1{A_k}-\frac1{A_k+\kappa}\right]
=\frac1{\beta m}\sum_{|k|>l}\frac{\kappa}{A_k(A_k+\kappa)} .\tag{16}
\]

The mean of \(U\) can be measured in two ways. On the small ring, \((1/n')\sum_JU(Q_J)=U_c/n\) contains only low modes, so its error is the missing high-mode part of the full average:

\[
\delta\bar U_{\rm small}=-\frac{\kappa}{2\beta}\sum_{|k|>l}\frac1{A_k+\kappa}.\tag{17}
\]

Evaluated on all \(n\) beads of the same contracted simulation, the error is instead

\[
\delta\bar U_{\rm all}=\tfrac12m\kappa\,\delta\langle q^2\rangle .\tag{18}
\]

The first estimator omits the high modes; the second includes them, each with a variance wrong by the relative amount \(\kappa/A_k\).

### A closed estimate

Let \(\Omega^2=\omega_0^2+\kappa/2\), \(b=\omega_k^2+\Omega^2\) and \(t=\kappa/2b\). The logarithm in (15) is

\[
\ln\frac{b+\kappa/2}{b-\kappa/2}=\ln\frac{1+t}{1-t}=2t+\tfrac23t^3+\dots\approx\frac{\kappa}{\omega_k^2+\Omega^2},\tag{19}
\]

with leading relative correction \(t^2/3=\kappa^2/12b^2\). It remains to sum \(1/(\omega_k^2+\Omega^2)\) over the high modes. Since \(\sin^2(\pi k/n)\) has period \(n\) in \(k\), they can be labelled \(k=l+1,\dots,n-l-1\). By the midpoint rule the sum is approximately an integral from \(l+\tfrac12=n'/2\) to \(n-n'/2\). Set \(\theta=\pi k/n\) and \(\theta_0=\pi n'/2n\), and use the symmetry about \(\pi/2\):

\[
S=\sum_{|k|>l}\frac1{\omega_k^2+\Omega^2}\approx\frac{2n}\pi\int_{\theta_0}^{\pi/2}\frac{d\theta}{\Omega^2+4\omega_n^2\sin^2\theta}.
\]

With \(u=\cot\theta\), \(d\theta=-du/(1+u^2)\) and \(\sin^2\theta=1/(1+u^2)\), the integral becomes \(\int_0^{\cot\theta_0}du/(R^2+\Omega^2u^2)\), where \(R^2=\Omega^2+4\omega_n^2\). Hence

\[
F_c-F\approx-\frac{\kappa}{2\beta}S,\qquad
S\approx\frac{2n}{\pi\Omega R}\arctan\left(\frac{\Omega}{R}\cot\frac{\pi n'}{2n}\right).\tag{20}
\]

For \(n\to\infty\) at fixed \(n'\), \(R\to2n/(\beta\hbar)\) and \(\cot\theta_0\to2n/(\pi n')\), so

\[
S\to\frac{\beta\hbar}{\pi\Omega}\arctan\frac{\beta\hbar\Omega}{\pi n'} .\tag{21}
\]

When \(n'\gg\beta\hbar\Omega/\pi\), the arctangent equals its argument to leading order. The summand then falls as \(k^{-2}\), so the midpoint rule also needs \(n'\gg1\); at \(n'=1\) it would replace \(\sum_{k\ge1}k^{-2}=\pi^2/6\) by 2. With both conditions met,

\[
F_c-F\simeq-\frac{\beta\hbar^2\kappa}{2\pi^2n'} .\tag{22}
\]

In the same regime \(A_k\) and \(A_k+\kappa\) in (16) both approach \((2\pi k/\beta\hbar)^2\). The two signs of \(k\) give a factor 2, and \(\int_{n'/2}^\infty k^{-4}dk=8/(3n'^3)\), so

\[
\delta\langle q^2\rangle\simeq\frac{\kappa}{\beta m}\,\frac{2(\beta\hbar)^4}{16\pi^4}\,\frac8{3n'^3}
=\frac{\kappa\beta^3\hbar^4}{3\pi^4m\,n'^3}.\tag{23}
\]

For a harmonic correction the bead variance thus converges as \(n'^{-3}\), but the free energy only as \(n'^{-1}\). The fast law is particular to quadratic \(U\). For \(U=gq^3\), the mean force on the centroid is \(-3g\langle Q^2\rangle\), so to first order in \(g\) the mean position shifts by \(-3g\langle Q^2\rangle/(m\omega_0^2)\). The small-ring variance \(\langle Q^2\rangle\) lacks the high-mode part \((1/\beta m)\sum_{|k|>l}1/A_k\), which falls only as \(1/n'\), and so does the error in \(\langle q\rangle\). The same slow law holds for \(\langle q^2\rangle\) under a weak quartic \(U\). The small-ring average (17) shares the slow law (22) at leading order, while (18) inherits the fast one.

The reference frequency enters in two ways. At fixed \(\kappa\) and \(n'\), raising \(\omega_0\) reduces every ratio \(\kappa/A_k\) and so the error (15): a stiff reference leaves the high modes little amplitude with which to feel \(\kappa\). It also postpones the \(1/n'\) regime to larger \(n'\). The first effect concerns the absolute error only: a stiffer reference also shrinks the free energy that \(U\) adds, and in the example below the fraction of it that is lost grows with \(\omega_0\).

## A proton-mass oscillator

Take a particle of proton mass at 300 K, where \(k_BT=25.852\) meV, with \(n=32\). Let \(\omega_0\) correspond to 3000 cm\(^{-1}\), and let \(\kappa\) be the squared angular frequency of 1000 cm\(^{-1}\). Then \(\beta\hbar\omega_0=14.388\), \((\beta\hbar)^2\kappa=23.001\) and \(\beta\hbar\Omega/\pi=4.705\), so \(\beta\hbar\Omega=14.78\).

For \(n'=5\), work in units where \(\beta\hbar=1\). Then \(R=\sqrt{14.78^2+64^2}=65.7\) and \(\cot(5\pi/64)=3.992\). The argument of the arctangent in (20) is \(14.78\times3.992/65.7=0.898\), and its arctangent is \(0.732\). This gives

\[
S\approx\frac{64}{\pi}\,\frac{0.732}{14.78\times65.7}=0.01536,
\]

\[
F_c-F\approx-\tfrac12(25.852\ \text{meV})(23.001)(0.01536)=-4.57\ \text{meV}.
\]

The mode sum (15) gives \(-4.54\) meV. The following errors are relative to the uncontracted 32-bead ring.

| \(n'\) | \(F_c-F\) (meV) | \(\delta\bar U_{\rm small}\) (meV) | \(\delta\bar U_{\rm all}\) (meV) | \(\delta\langle q^2\rangle\) (10⁻⁴ Å²) |
|---|---|---|---|---|
| 1 | −8.44 | −8.25 | 0.399 | 2.155 |
| 5 | −4.54 | −4.50 | 0.095 | 0.515 |
| 9 | −2.76 | −2.75 | 0.032 | 0.172 |
| 15 | −1.52 | −1.51 | 0.011 | 0.059 |
| 31 | −0.07 | −0.07 | 0.0004 | 0.002 |

On 32 beads the correction adds 9.80 meV to the free energy, so contraction to five beads loses 46% of it. The same contraction changes \(\langle q^2\rangle=51.50\times10^{-4}\) Å² by 1.0%. The two percentages have different denominators. The correction itself lowers \(\langle q^2\rangle\) by the \(n'=1\) entry plus the \(k=0\) term of (16), \((2.155+0.78)\times10^{-4}\approx2.9\times10^{-4}\) Å², and five beads lose 18% of that. Using 32 beads at all lowers \(\langle q^2\rangle\) by \(1.43\times10^{-4}\) Å² from its exact quantum value, a larger error than that of contraction to five beads. For the free energy added by the correction the order is reversed: its exact value is 10.06 meV, so its 32-bead error is 0.26 meV, well below the contraction error even at \(n'=15\). This figure leaves out the 32-bead error of the reference oscillator, \(-1.53\) meV; the total free energy on 32 beads is 1.79 meV too low, more than the contraction error at \(n'=15\).

The leading law (22) would give \(-30.12/5=-6.02\) meV at \(n'=5\). It overestimates the error because 5 is not large compared with 4.7, and, to a smaller degree, because \(n=32\) is finite: for \(n\to\infty\) the mode sum (15) gives \(-4.81\) meV. Reversing the sign of \(\kappa\) at \(n'=5\) gives \(+4.64\) meV, and halving the reference wavenumber at the original \(\kappa\) gives \(-5.35\) meV, as the signs and trend of (15) require. With the softer reference the correction adds 18.64 meV, so the larger absolute error is a smaller fraction, 29% instead of 46%.

A small contracted ring here recovers more of the correction's effect on bead positions than of its effect on the free energy: 82% against 54% at \(n'=5\). This advantage belongs to the harmonic correction: for a weak cubic \(U\) on the same reference, five beads recover only 54% of the shift in \(\langle q\rangle\). For the oscillator in the table, where \(\kappa/A_k\) is small, averaging \(U\) over all beads of stored configurations removes most of the error in \(\langle U\rangle\), at the cost of \(n\) evaluations for each configuration used. The numerical check compares the mode sums with matrices built directly from the truncation, and the returned forces with finite differences.

## Numbers as computed

```
FOUR BEADS TO THREE, U = q^4/4, reduced units
T row 0:   0.75000   0.25000  -0.25000   0.25000
T row 1:   0.00000   0.68301   0.50000  -0.18301
T row 2:  -0.00000  -0.18301   0.50000   0.68301
bead positions:   1.00000   0.40000  -0.20000   0.30000
contracted positions:   0.97500   0.11830   0.03170
forces on contracted beads:  -0.92686  -0.00166  -0.00003
returned bead forces:  -0.92686  -0.31045   0.30783  -0.30858
finite-difference forces:  -0.92686  -0.31045   0.30783  -0.30858
PROTON-MASS PARTICLE, HARMONIC REFERENCE AND CORRECTION
temperature: 300 K, kT = 25.8520 meV
reference wavenumber: 3000 cm^-1
correction wavenumber: 1000 cm^-1
total wavenumber: 3162.28 cm^-1
beta*hbar*omega0: 14.3878 (no unit)
(beta*hbar)^2*kappa: 23.0009 (no unit)
beta*hbar*Omega/pi: 4.7053 (no unit)
F added by U, exact: 10.0599 meV
F added by U, 32 beads: 9.8020 meV
<q^2> exact: 52.9234 1e-4 angstrom^2
<q^2> 32 beads: 51.4973 1e-4 angstrom^2
Errors of contraction, n = 32; energies in meV,
d<q^2> in 1e-4 angstrom^2
 n'  F_c-F   estimate  dU(contr) dU(all)   d<q^2>
  1  -8.44012  -8.45779  -8.24508  0.399136  2.155076
  3  -6.13262  -6.16319  -6.03756  0.193035  1.042266
  5  -4.54394  -4.56581  -4.49672  0.095376  0.514969
  9  -2.76222  -2.77034  -2.74635  0.031884  0.172154
 15  -1.51585  -1.51816  -1.51037  0.011003  0.059406
 31  -0.06891  -0.06896  -0.06873  0.000367  0.001984
n'=5, kappa sign reversed, F_c-F: 4.64219 meV
n'=5, reference 1500 cm^-1, F_c-F: -5.35353 meV
beta*hbar^2*kappa/(2 pi^2): 30.1237 meV
n'=401, n=200001: F error / law = 0.999949
n'=401, n=200001: <q^2> error / law = 0.999842
n'=9, n=200001, F_c-F: -3.07567 meV
n'=9, arctan form for infinite n: -3.08408 meV
QUARTIC REFERENCE, beta=4, n=4, n'=3, kappa=1, reduced units
lower bound -<D>_c/n: -0.025816
F_c-F from the grid: -0.023499
upper bound -<D>_full/n: -0.021448
Change of U_c on relabelling beads by one, n=32, n'=5, reduced
U = q^2: 1.776e-15
U = q^3: 3.738e-01
U = q^4: -8.037e-01
```
